# How Electron Nonlocality Limits Near-Field Confinement at a Silver Surface

## What the local theory predicts

Take silver with permittivity $\epsilon=-2.4+0.25i$ against a resist with $\epsilon_d=2.4$, rough values for a vacuum wavelength of 365 nm. In the quasi-static local theory the surface multiplies an evanescent field by a reflection factor of magnitude

$$\left|\frac{\epsilon-\epsilon_d}{\epsilon+\epsilon_d}\right|=\frac{|-4.8+0.25i|}{0.25}=19.2 .$$

No wavevector appears in it. The same amplification is predicted for a pattern of period 40 nm and for one finer than an atom. Something must end it, and a design that relies on this formula gives no warning of where.

The missing ingredient is the motion of the electrons. The scale that it sets is $\omega/v_F$, where $\omega$ is the light frequency and $v_F$ the Fermi velocity. This is neither a sharp wall nor a resolution that can be reached in practice.

## The estimate

During one radian of the optical cycle an electron travels $v_F/\omega$. If the field varies little over that distance, the current depends on the local field. If it varies strongly, the electron averages over different fields and the local permittivity loses its meaning. The crossover is at $k\sim\omega/v_F$, or, since $\omega=2\pi c/\lambda$, at the period

$$\Lambda=\frac{2\pi v_F}{\omega}=\lambda\frac{v_F}{c}.$$

One free electron per atom and a lattice constant of 0.409 nm give $v_F=1.39\times10^6$ m/s. Then $\omega/v_F=3.71$ nm$^{-1}$ and $\Lambda=1.69$ nm (16.9 angstrom). This is the period of the field, and it does not translate directly into an exposure pattern. Two opposite evanescent waves of equal $k$ and strength have a potential proportional to $\cos(kx)\,e^{-kz}$. Their field components vary as $\sin kx$ and $\cos kx$ with equal amplitude, so in the quasi-static limit $|\mathbf E|^2$ is uniform along the surface. Adding a uniform field along $x$, in phase with them, produces an intensity pattern of period $2\pi/k$.

The estimate does not say what happens at this scale, or how much is lost before it. That takes a calculation.

## Bulk response of moving electrons

The algebra uses atomic units, with electron charge $-1$ and mass 1. Fields vary as $e^{-i\omega t}$, and $\omega$ carries an infinitesimal positive imaginary part. The potential is $\phi$, so the force on an electron is $+\nabla\phi$.

For a field $\phi\,e^{i\mathbf Q\cdot\mathbf r-i\omega t}$, the linearized collisionless kinetic equation is

$$-i(\omega-\mathbf Q\cdot\mathbf v)f_1+i\phi\,\mathbf Q\cdot\frac{\partial f_0}{\partial\mathbf v}=0 .$$

The filled Fermi sphere has $f_0=1/(4\pi^3)$ inside, spin included. Hence $\partial f_0/\partial\mathbf v=-\mathbf v\,\delta(v^2/2-v_F^2/2)/(4\pi^3)$. Solving for $f_1$ and integrating over velocity gives

$$n_1=-N\phi\left\langle\frac{\mathbf Q\cdot\mathbf v}{\omega-\mathbf Q\cdot\mathbf v}\right\rangle,\qquad N=\frac{4\pi v_F}{4\pi^3}=\frac{v_F}{\pi^2},$$

where the brackets average over directions on the Fermi sphere. With $s=\omega/(Qv_F)$ and $\mu$ the cosine of the angle between $\mathbf Q$ and $\mathbf v$,

$$\left\langle\frac{\mathbf Q\cdot\mathbf v}{\omega-\mathbf Q\cdot\mathbf v}\right\rangle=\frac12\int_{-1}^{1}\frac{s\,d\mu}{s-\mu}-1=\frac s2\ln\frac{s+1}{s-1}-1 .$$

The induced charge is $-n_1$. Let $\epsilon_b$ describe the remaining, bound electrons, taken as local. Poisson's equation $Q^2\epsilon_b\phi=4\pi(\rho_{\rm ext}-n_1)$ then gives the longitudinal permittivity

$$\epsilon_L(Q)=\epsilon_b+\frac{k_{TF}^2}{Q^2}\left[1-\frac s2\ln\frac{s+1}{s-1}\right],\qquad k_{TF}^2=4\pi N=\frac{3\omega_p^2}{v_F^2}.$$

The last equality follows from $\omega_p^2=4\pi n$ and $n=v_F^3/(3\pi^2)$.

For small $Q$, $s$ is large and the bracket is $-1/(3s^2)-1/(5s^4)-\dots$, so

$$\epsilon_L=\epsilon_b-\frac{\omega_p^2}{\omega^2}-\frac{3\omega_p^2v_F^2}{5\omega^4}Q^2-\dots$$

The first two terms are the local permittivity $\epsilon$. With $\omega=3.397$ eV and $\omega_p=8.978$ eV, matching them to the chosen value requires $\epsilon_b=-2.4+0.25i+(8.978/3.397)^2=4.59+0.25i$.

For $Q>\omega/v_F$, $s<1$ and the logarithm acquires $-i\pi$. This adds $\pi s k_{TF}^2/(2Q^2)>0$ to the imaginary part. Electrons with $\mathbf Q\cdot\mathbf v=\omega$ stay in phase with the field and absorb energy. In the bulk, without recoil, $\omega/v_F$ is therefore a true threshold.

## From the bulk to a surface

Let the metal fill $z<0$, and let electrons reflect specularly at $z=0$. Continue the potential evenly to $z>0$. An electron that bounces then becomes one that passes straight through the mirror plane, so the bulk response applies everywhere. The normal displacement is odd and jumps at the plane, which requires a fictitious charge sheet $\sigma$. With in-plane wavevector $k$, normal wavevector $q$ and $Q^2=k^2+q^2$,

$$\phi(q)=\frac{4\pi\sigma}{Q^2\epsilon_L(Q)},\qquad D_z(0^-)=-2\pi\sigma .$$

In a local metal $\phi\propto e^{kz}$ and $D_z=-k\epsilon\phi$. Define the surface permittivity $\epsilon_s$ by the same relation, $D_z(0^-)=-k\epsilon_s\phi(0)$. Then

$$y\equiv\frac1{\epsilon_s}=\frac{k\,\phi(0)}{2\pi\sigma}=\frac{2k}{\pi}\int_0^\infty\frac{dq}{Q^2\epsilon_L(Q)}=\frac2\pi\int_0^{\pi/2}\frac{d\theta}{\epsilon_L(k/\cos\theta)} .$$

The last form uses $q=k\tan\theta$, for which $dq/Q^2=d\theta/k$. The surface response is thus an average over bulk wavevectors from $k$ to infinity.

In the resist write $\phi=e^{kz}-re^{-kz}$. Continuity of $\phi$ and $D_z$ gives $\epsilon_d(1+r)=\epsilon_s(1-r)$, so

$$r=\frac{\epsilon_s-\epsilon_d}{\epsilon_s+\epsilon_d}=\frac{1/\epsilon_d-y}{1/\epsilon_d+y}.$$

## Small wavevectors: the resonance drifts away

Since $\int_0^\infty dq/(q^2+k^2)=\pi/(2k)$, the local value can be subtracted under the integral:

$$y-\frac1\epsilon=\frac{2k}{\pi}\int_0^\infty\frac{dq}{Q^2}\left[\frac1{\epsilon_L(Q)}-\frac1\epsilon\right].$$

The bracket vanishes as $Q^2$ at small $Q$, so to leading order $Q$ may be replaced by $q$:

$$y\simeq\frac1\epsilon+kL,\qquad L=\frac2\pi\int_0^\infty\frac{dq}{q^2}\left[\frac1{\epsilon_L(q)}-\frac1\epsilon\right].$$

The correction is linear in $k$, although the bulk correction is quadratic. For the example $L=0.184+0.018i$ nm.

The denominator of $r$ shows the effect. Here $1/\epsilon=-0.412-0.043i$ and $1/\epsilon_d=0.417$, so locally they add to $0.005-0.043i$. At $k=0.0974\,\omega/v_F=0.362$ nm$^{-1}$ the term $kL=0.067+0.007i$ changes the sum to about $0.071-0.036i$. Its magnitude rises from 0.043 to 0.080, the magnitude of the numerator falls from 0.83 to 0.76, and $|r|$ halves. The period is 17.4 nm, ten times the nominal 1.69 nm. The cause is mainly detuning, since the real part has grown while the imaginary part has shrunk slightly.

Electron motion does add damping here, even though $k$ is far below the bulk threshold. Consider an electron with normal velocity $v$ in a normal field $E_0e^{\kappa z}$, with $k$ small enough to ignore phase changes along the surface. It reaches the wall at $t=0$ and returns. Apart from the sign of the electron's charge, the amplitude of the work done is

$$W=vE_0\left[\int_{-\infty}^0e^{(\kappa v-i\omega)t}dt-\int_0^\infty e^{-(\kappa v+i\omega)t}dt\right]=\frac{2i\omega vE_0}{\kappa^2v^2+\omega^2}.$$

The mirrored field is odd in $z$ and has Fourier amplitude of magnitude $2qE_0/(\kappa^2+q^2)$. At $q=\omega/v$ this equals $|W|$. The wall supplies the normal wavevectors that the smooth in-plane pattern lacks, and those with $q\ge\omega/v_F$ absorb.

With a lossless background, $\mathrm{Im}\,L=-0.006$ nm, which has the sign of loss. With the absorbing background the total is $+0.018$ nm, because the background's own contribution to the loss in $y$ falls with $k$ by more than the wall adds.

## The cutoff

Detuning can be repaired by choosing another dielectric. The fundamental question is therefore how large $|r|$ can be for any lossless $\epsilon_d>0$. With $a=1/\epsilon_d$ and $u=a+|y|^2/a$,

$$|r|^2=\frac{a^2+|y|^2-2a\,\mathrm{Re}\,y}{a^2+|y|^2+2a\,\mathrm{Re}\,y}=\frac{u-2\,\mathrm{Re}\,y}{u+2\,\mathrm{Re}\,y}.$$

If $\mathrm{Re}\,y\ge0$, this never exceeds one. If $\mathrm{Re}\,y<0$, it falls as $u$ grows, so the best choice is the smallest $u$. That is $u=2|y|$, at $\epsilon_d=1/|y|$, and

$$|r|_{\max}=\sqrt{\frac{|y|-\mathrm{Re}\,y}{|y|+\mathrm{Re}\,y}}>1 .$$

Amplification by the metal surface, against any lossless dielectric with $\epsilon_d>0$, therefore ends where

$$\mathrm{Re}\,\frac1{\epsilon_s(k_c)}=0 .$$

A local metal has constant $y$ and never meets this condition. With a mirror-like wall, the moving electrons must meet it. For $Q>\omega/v_F$ the real part of the bracket in $\epsilon_L$ is $1-\frac s2\ln\frac{1+s}{1-s}$, which rises from $-\infty$ to 1 as $Q$ grows. While it is negative, dividing by $Q^2$ only shrinks its size further. Hence $\mathrm{Re}\,\epsilon_L$ changes sign once, at some $Q_0$, and stays positive beyond. For $k\ge Q_0$ every term in the angular average has a positive real part, so $\mathrm{Re}\,y>0$. The example has $Q_0=1.12\,\omega/v_F$, which is an upper bound on $k_c$.

The computed cutoff is $k_c=0.766\,\omega/v_F$, a period of 2.2 nm (22 angstrom). The linear law alone would give $0.412/0.184=2.24$ nm$^{-1}$, or $0.60\,\omega/v_F$: the right order, but too low. In the opposite limit $k\to\infty$ the period is far shorter than the screening length $1/k_{TF}$, and the free-electron term in $\epsilon_L$ vanishes as $k_{TF}^2/Q^2$. Then $y\to1/\epsilon_b$, and the metal responds like a dielectric of permittivity about 4.6. Against the resist, $|r|$ is then only about $2.19/6.99=0.31$.

## Comparison with the estimate

The table keeps the frequency fixed. "Tuned" means $\epsilon_d=2.4$ throughout; "best" means that $\epsilon_d$ is chosen anew for each $k$.

| $kv_F/\omega$ | tuned $\lvert r\rvert$ | best $\lvert r\rvert$ | $\epsilon_d$ for best |
|---|---|---|---|
| 0.1 | 9.4 | 19 | 2.9 |
| 0.3 | 3.1 | 17 | 4.6 |
| 0.5 | 1.7 | 10.7 | 9.1 |

At this frequency, not far below $\omega_p/\sqrt{\mathrm{Re}\,\epsilon_b}$, the simple estimate finds the right scale for the bulk threshold and for the cutoff at a mirror-like wall. The agreement for the cutoff weakens at longer wavelengths: with $\epsilon_b$ held fixed, $k_cv_F/\omega$ falls to about 0.48 at 800 nm and 0.28 at 1550 nm. It misses the early loss of a fixed resonance. Retuning recovers most of the amplification at $0.3\,\omega/v_F$, but it demands a permittivity well above that of the assumed resist. The "best" column depends on assigning all of the loss to the bound electrons. If it is assigned instead to free-electron collisions (a number-conserving relaxation time with $\hbar\gamma=0.12$ eV), the entries become about 18, 14 and 8, while the tuned column moves by less than 2% and $k_c$ by less than 1%. Quantum recoil alone lowers the last entry to about 9.

## Recoil and the shape of the surface

The kinetic equation neglects the momentum that the field gives an electron. In quantum mechanics the energy gain is

$$\frac{(\mathbf p+\mathbf Q)^2-p^2}{2}=\mathbf p\cdot\mathbf Q+\frac{Q^2}{2}\le k_FQ+\frac{Q^2}{2}.$$

Setting the largest gain equal to $\omega$ gives the onset $Q=-k_F+\sqrt{k_F^2+2\omega}$. This is $0.88\,\omega/v_F$, a period of 1.92 nm.

The full response follows from the first-order density matrix. Its element between $\mathbf p+\mathbf Q$ and $\mathbf p$ obeys $(\omega-E_{\mathbf p+\mathbf Q}+E_{\mathbf p})\rho_1=-\phi(f_{\mathbf p}-f_{\mathbf p+\mathbf Q})$, where $E_{\mathbf p}=p^2/2$ and $f$ is the occupation. Summing over states and using Poisson's equation as before,

$$\epsilon_L=\epsilon_b-\frac{4\pi}{Q^2}\,2\!\int\!\frac{d^3p}{(2\pi)^3}\frac{f_{\mathbf p}-f_{\mathbf p+\mathbf Q}}{\omega+E_{\mathbf p}-E_{\mathbf p+\mathbf Q}} .$$

Used in the same surface average, it moves the cutoff only to $0.751\,\omega/v_F$, a period of 2.25 nm. The average still treats the wall as a mirror and omits quantum interference between incoming and reflected electrons.

A larger uncertainty is the electron density profile. Suppose that the normal field takes its resist value over an extra depth $b$, with the tangential response unchanged. The additional potential drop is $bD_z(1/\epsilon_d-1/\epsilon)$, so $y$ changes by $kb(1/\epsilon_d-1/\epsilon)$. For a rough $b=0.1$ nm at $k_c$, this is 57% of $1/|\epsilon|$. For positive $b$ it adds 0.083 nm to $\mathrm{Re}\,L=0.184$ nm in the linear law, whose cutoff period grows from 2.8 nm to about 4.1 nm. For negative $b$ the linear law is no guide. With a mirror-like wall, $\mathrm{Re}\,y$ is negative below $k_c$ and stays under about 0.22 above it, while for $b=-0.1$ nm the correction is already $-0.24$ at $k_c$ and grows in size with $k$. Their sum never reaches zero, although it still does for a shift as small as $b=-0.02$ nm. A correction of first order in $kb$ cannot be trusted at such large wavevectors, so this does not prove that a real surface has no cutoff. It does show that $k_c$ belongs to the mirror model and is not a material constant.

## What limits a real exposure

The example resembles silver-lens lithography with 365 nm light. The permittivities and lattice constant are rough typical values. Real films are grainy, with roughness of about 1 nm when well smoothed and often more, comparable with the periods discussed here; a flat mirror surface is then a poor description. The nominal period spans only 4.1 lattice constants, so the assumed local response of the bound electrons is also doubtful. Temperature matters less to the free-electron response: at 300 K the thermal energy is 0.5% of the Fermi energy.

Distance is a severe limit. At $k=\omega/v_F$, a 1 nm gap leaves $e^{-3.71}=0.024$ of the field and 0.0006 of the intensity.

Absorption acts at still larger periods. For a silver film of thickness $d$, the potential enters with factor $1-r$, leaves with $1+r$, and gains $r^2e^{-2kd}$ per internal round trip. With resist gaps of total thickness $d$, the transfer from object to image is

$$T=\frac{(1-r^2)e^{-2kd}}{1-r^2e^{-2kd}} .$$

Here $r=1+19.2i$, so $r^2\simeq-|r|^2$ and $|T|$ falls to about one half at $kd=\ln|r|$. For $d=20$ nm this gives $k=2.96/20=0.148$ nm$^{-1}$, a period of 42.5 nm. This is a local, quasi-static figure; retardation shortens it by about 2%, to 41.7 nm. At that $k$ the squared ratio of the light wavevector in the resist to $k$ is about 0.03, whereas at $k_c$ it is below $10^{-4}$.

For this film, therefore, absorption sets a limit some twenty-five times coarser than $2\pi v_F/\omega$. The absorption estimate $k=2.96/d$ reaches 0.362 nm$^{-1}$, where nonlocality has already halved the tuned $|r|$, at $d\approx8$ nm. The lens limit responds more slowly than $|r|$, since it depends on $\ln|r|$ and on the phase of $r^2$. For a film with mirror-like walls, nonlocality lengthens the half-transfer period by about 0.5% at $d=20$ nm, 7% at 8 nm, 15% at 5 nm and 30% at 3 nm. The computed values are collected in the numerical output below.

## Computed results

```
vacuum wavelength: 365 nm
photon energy: 3.397 eV
lattice constant (rough input): 0.409 nm
silver permittivity (rough input): -2.4+0.25j
resist permittivity (rough input): 2.4
Fermi velocity: 1.39e+06 m/s
Fermi energy: 5.493 eV
plasma energy of s electrons: 8.978 eV
background permittivity: 4.586+0.25j
omega/vF: 3.713 1/nm
nominal period 2 pi vF/omega: 1.692 nm
nominal period, converted: 16.92 angstrom
Re L: 0.184 nm
Im L: 0.018 nm
Im L, lossless background: -0.00566 nm
local tuned |r|: 19.2
k at half tuned |r|, over omega/vF: 0.0974
period at half tuned |r|: 17.4 nm
k = 0.1 omega/vF: tuned |r| 9.42, best |r| 19 at eps_d 2.89
k = 0.3 omega/vF: tuned |r| 3.14, best |r| 17 at eps_d 4.59
k = 0.5 omega/vF: tuned |r| 1.7, best |r| 10.7 at eps_d 9.08
cutoff k_c over omega/vF: 0.766
cutoff period: 2.21 nm
cutoff period, converted: 22.1 angstrom
upper bound Q0 over omega/vF: 1.12
Neglected effects and practical limits
bulk onset with recoil, over omega/vF: 0.88
bulk onset period with recoil: 1.92 nm
cutoff with recoil, over omega/vF: 0.751
cutoff period with recoil: 2.25 nm
retardation: (k in resist / k_c)^2: 8.8e-05
temperature (input): 300 K
thermal over Fermi energy: 0.0047
spill-out shift (rough input): 0.1 nm
its change of 1/eps_s at k_c, over 1/|eps|: 0.57
lattice constants per nominal period: 4.14
gap (input): 1 nm
field left after gap at omega/vF: 0.024
intensity left after gap at omega/vF: 0.0006
silver lens thickness (input): 20 nm
absorption-limited lens period: 42.5 nm
lens field transfer at that period: 0.502
```
